# Why a hexagonal shell wire has six corner states, degenerate 1-2-2-1

**Question.** An electron is confined to a thin shell with a hexagonal cross-section, as in a core-shell nanowire. Why do its lowest six orbital states gather at the corners, why are there six of them, and why do they come in groups of one, two, two and one? How thin must the shell be for this to hold?

## The model

The electron has an isotropic mass $m$, and the shell has uniform thickness $d$ and hard walls. Let $L$ be the side of the hexagon measured along the centre line of the shell. Motion along the wire separates and adds $\hbar^2k_z^2/2m$ to every level; spin doubles every count. Neither is written below.

In a straight, endless facet the lowest transverse wave is $\sin ky$ with $k=\pi/d$, where $y$ runs from the inner wall ($y=0$) to the outer wall ($y=d$). Its energy is
$$E_1=\frac{\hbar^2k^2}{2m}.$$
An electron below $E_1$ cannot travel along a facet: its wave decays there. A state below $E_1$ must therefore be held by the corners.

## Why a corner binds

Take one corner with two endless arms. The direction turns by $60^\circ$, so the mirror plane of the corner is tilted by $30^\circ$ from the normal to each arm. Put $\tau=\tan30^\circ$. If $s$ is the distance along one arm from the corner point of the centre line, the arm occupies $s>-\tau(y-d/2)$. It is longer at the outer wall.

States even about the mirror plane can be treated in one arm, with the wave function left free on the plane. Use the oblique coordinate
$$\sigma=s+\tau(y-d/2)\ge0 .$$
Then $\partial_s\psi=\psi_\sigma$, while the derivative with respect to $y$ at fixed $s$ is $\psi_y+\tau\psi_\sigma$. The area element is $d\sigma\,dy$. For any real trial function that vanishes on the walls, the variational principle gives
$$E-E_1\le\frac{\hbar^2}{2m}\frac QN,\qquad
Q=\int\!\!\int\left[\psi_\sigma^2+(\psi_y+\tau\psi_\sigma)^2-k^2\psi^2\right]d\sigma\,dy,$$
with $N=\int\!\int\psi^2\,d\sigma\,dy$. Choose
$$\psi=e^{-\varepsilon\sigma}\sin ky+\eta\,e^{-\mu\sigma}\sin2ky .$$

The first term alone contributes
$$\frac d2\left[\varepsilon^2(1+\tau^2)+k^2-k^2\right]\frac1{2\varepsilon}=\frac{\varepsilon(1+\tau^2)d}{4},$$
because $\int_0^d\sin ky\cos ky\,dy=0$. The second alone contributes, in the same way,
$$\eta^2\,\frac d2\left[\mu^2(1+\tau^2)+4k^2-k^2\right]\frac1{2\mu}.$$

In the cross term the integrals of $\sin ky\sin2ky$ and $\cos ky\cos2ky$ vanish. The remaining ones are
$$\int_0^d\cos ky\sin2ky\,dy=\frac4{3k},\qquad\int_0^d\sin ky\cos2ky\,dy=-\frac2{3k}.$$
The cross term is therefore
$$\frac{2\eta}{\varepsilon+\mu}\left[-\tau\mu k\frac4{3k}+2\tau\varepsilon k\frac2{3k}\right]=-\frac{8\tau\eta}3\,\frac{\mu-\varepsilon}{\mu+\varepsilon}.$$
Altogether
$$Q=\frac{\varepsilon(1+\tau^2)d}4+\eta^2\frac{d\,[\mu^2(1+\tau^2)+3k^2]}{4\mu}-\frac{8\tau\eta}3\,\frac{\mu-\varepsilon}{\mu+\varepsilon}.$$

Let $\varepsilon\to0$. The first term disappears, and the gain is linear in $\eta$ while the cost is quadratic. A small positive $\eta$ makes $Q$ negative, and by continuity $Q$ stays negative for a small $\varepsilon>0$, where the trial function is normalizable. So the corner has a state below $E_1$.

The formula also shows the mechanism. With $\eta=0$ this trial function does not bind. The straight-facet wave $\sin ky$ does not fit the tilted mirror plane, since its slope normal to that plane is not zero. Mixing in the second transverse wave repairs part of the misfit and lowers the energy.

States odd about the mirror plane behave differently. They vanish on it, so at every $s$ the wave function is zero at both ends of a transverse interval no wider than $d$. Then $\int\psi_y^2\,dy\ge k^2\int\psi^2\,dy$ on each interval, and the energy cannot be below $E_1$.

The two-term trial function gives a binding of at least $0.0076E_1$. Fourteen transverse modes raise this to $0.0149E_1$, and a separate grid calculation, extrapolated to zero spacing, gives $0.0152E_1$. The binding is thus only about 1.5% of $E_1$. On grids with 10, 20 and 40 rows across the shell, and arms of length $16d$, a single state was found below $E_1$.

## Why six states, and why 1, 2, 2, 1

Divide the shell at the middle of each facet into six equal cells, one per corner. A rotation by $60^\circ$ multiplies a state by $e^{i\pi m/3}$, with $m=0,\pm1,\pm2,3$. These are six different labels.

Let $E_N$ be the lowest energy of one cell when its wave function is free on the two cuts, and $E_D$ the lowest when it must vanish there. A state with label $m$ obeys a phase condition linking the two cuts. Dropping that condition can only lower the energy; demanding zero on the cuts satisfies it for every $m$ and can only raise the energy. Hence the lowest state of each label obeys
$$E_N\le E_m\le E_D .$$

Both ends are reached:

- Six equal copies of the free cell's ground state join smoothly, because it is even about the corner and has zero slope on the cuts. This is the state $m=0$. It has no nodes, so it is the non-degenerate ground state of the shell.
- Six copies of the hard cell's ground state with alternating sign also join smoothly. This state has $m=3$. The other kind of $m=3$ state is odd about every corner and lies at or above $E_1$. So if $E_D<E_1$, the lowest $m=3$ state is at $E_D$.

For $m=\pm1,\pm2$ the hard-cell copies would meet with a kink, so these levels lie strictly below $E_D$. A reflection turns $m$ into $-m$, which makes $\pm1$ a pair and $\pm2$ a pair. Two single levels therefore enclose two pairs. For the lowest state of each label the sequence is therefore 1, 2, 2, 1 whichever pair is lower, provided that the pairs do not coincide. This argument alone does not exclude that a second state of some label falls among these six; in the full shells computed below, none does.

## Where the levels lie

Far from a corner the wave is $g(s)\sin ky$, with energy $E=E_1-\hbar^2q^2/2m$ and $g''=q^2g$. Now approximate each corner by a point well on the centre line, with the slope jump
$$g'(0^+)-g'(0^-)=-2\kappa\,g(0).$$
One such well binds $e^{-\kappa|s|}$, so $\kappa$ is fixed by the binding of a single corner, $\hbar^2\kappa^2/2m$.

Set $\theta=\pi m/3$, $g(0)=1$ and $g(L)=e^{i\theta}$. Between these corners
$$g(s)=\frac{\sinh q(L-s)+e^{i\theta}\sinh qs}{\sinh qL}.$$
The slope just after the corner is $g'(0^+)=q(e^{i\theta}-\cosh qL)/\sinh qL$. On the previous facet $g(s)=e^{-i\theta}g(s+L)$, so
$$g'(0^-)=e^{-i\theta}g'(L^-)=\frac{q(\cosh qL-e^{-i\theta})}{\sinh qL}.$$
Subtracting and using the jump condition,
$$\boxed{\cosh qL-\frac\kappa q\sinh qL=\cos\frac{\pi m}3}$$

To order the levels, solve for $\kappa$ and split the numerator with $c=\cos\theta$:
$$\kappa=q\,\frac{\cosh qL-c}{\sinh qL}
=\frac{1+c}2\,q\tanh\frac{qL}2+\frac{1-c}2\,q\coth\frac{qL}2 .$$
The right side grows with $q$. At fixed $q$ it also grows when $c$ falls, because $\coth>\tanh$. As $\kappa$ is fixed, a smaller $c$ requires a smaller $q$, which means a higher energy. Within the point-well model the order is therefore $m=0,\pm1,\pm2,3$. Since the right side rises steadily with $q$, each label has at most one state below $E_1$, so the group holds six states and no more.

The two single levels obey
$$q\tanh\frac{qL}2=\kappa\quad(m=0),\qquad q\coth\frac{qL}2=\kappa\quad(m=3).$$
The function $q\coth(qL/2)$ starts from $2/L$ at $q=0$ and rises. The sixth state is thus bound below $E_1$ only if
$$\kappa L>2 .$$
This is what "thin" has to mean: the facet must be longer than two decay lengths. Since the corner binds weakly, the demand on $L/d$ is considerable. The extrapolated binding gives $\kappa d=\pi\sqrt{0.0152}=0.387$, hence the estimate $L/d>5.2$. In the full two-dimensional shell the sixth level crosses $E_1$ at about $L/d=5.3$. (A straight line between two shells on a 20-row grid, at $L/d=4.5$ and $6.1$, crosses at $5.6$. This is too high, because the level follows a convex curve and the grid is coarse.)

## Two limits

**Long facets.** For $\kappa L\gg1$, $(\cosh qL-c)/\sinh qL\approx1-2c\,e^{-qL}$. Then $q\approx\kappa(1+2c\,e^{-\kappa L})$ and $q^2\approx\kappa^2+4c\,\kappa^2e^{-\kappa L}$, so
$$E_m\approx E_1-\frac{\hbar^2\kappa^2}{2m}-2t\cos\frac{\pi m}3,\qquad t=\frac{\hbar^2\kappa^2}m\,e^{-\kappa L}.$$
(In $\hbar^2/m$ the letter $m$ is the mass; in the cosine it is the label.) The electron hops between neighbouring corners. The cosine takes the values $1,\tfrac12,-\tfrac12,-1$, and the gaps are $t,2t,t$.

A real corner has some extent, so its normalized state has a tail $Ae^{-\kappa s}$ with $A^2$ not quite equal to $\kappa$. To include this, compare the isolated corner state $\phi$, of energy $E_c$, with the hard-cell state $\psi$. Green's identity over the cell, with outward normal $n$, gives
$$(E_D-E_c)\int\phi\psi=-\frac{\hbar^2}{2m}\oint(\phi\,\partial_n\psi-\psi\,\partial_n\phi).$$
On a cut, $\psi=0$ and, to leading order, $\partial_n\psi=2\partial_n\phi=-2\kappa\phi$, since $\psi$ is $\phi$ minus its mirror image. With $\phi^2\to A^2e^{-\kappa L}$ on each of the two cuts and $\int\phi\psi\approx1$, the shift is $(\hbar^2/2m)\,4\kappa A^2e^{-\kappa L}$. This equals $2t$ with
$$t=\frac{\hbar^2}m\,\kappa A^2e^{-\kappa L}.$$
With free cuts, $\psi=2\phi$ and $\partial_n\psi=0$, and the shift is $-2t$. For a full shell with $L/d=24.0$ the computed gaps are in the ratio $1:2.01:1.01$, and the width of the group is $0.997$ of $4t$.

**Short facets.** This is a limit of the point-well model. A real shell cannot go far into it: since $\kappa d\approx0.39$, a small $\kappa L$ needs facets no longer than about $d$, and the corners then no longer act as separate points. For $\kappa L\ll1$ start from a free ring of length $6L$, with levels $(\hbar^2/2m)(\pi m/3L)^2$, and treat the corners as a perturbation. The travelling waves $m=\pm3$ are degenerate, and the corners split them into two standing waves. One has its maxima at the corners and is lowered by $(\hbar^2/2m)(4\kappa/L)$; the other has its nodes there and is not shifted. The sixth state is the first of these, and this is why the group closes with a single level. Its energy relative to $E_1$ is
$$\frac{E-E_1}{E_1}\approx\left(\frac dL\right)^2-\frac{4\kappa d}{\pi^2}\,\frac dL .$$
For $L/d=3$ and $\kappa d=0.387$ this gives $0.111-0.052=0.059$; the full shell gives $0.058$ when converged ($0.0595$ on a 20-row grid). Here $\kappa L=1.2$ is not small, and the close agreement is accidental: solved without the perturbation expansion, the point-well model gives $0.052$. The computed levels of this shell still follow 1, 2, 2, 1, but the pair $m=\pm2$ and the sixth state lie above $E_1$, and the ground state has only 56% of its weight near the corners. The degeneracies thus survive in a shell whose ground state is hardly concentrated at the corners.

## Numbers for a GaAs-like shell

Take a mass of $0.067$ free-electron masses, $d=10$ nm and $L=98.1$ nm, which are rough typical values for a core-shell wire. Then $E_1=56.1$ meV and $L/d=9.815$. The corner binding is $0.0152\times56.1=0.85$ meV. From it,
$$\kappa d=\pi\sqrt{0.0152}=0.387,\qquad \kappa^{-1}=26\ \text{nm},\qquad \kappa L=3.80>2 .$$

For $m=0$ the condition $x\tanh(x/2)=3.80$, with $x=qL$, has the root $x=3.95$. The energy is
$$E-E_1=-56.1\left(\frac{3.95}{9.815\,\pi}\right)^2=-0.92\ \text{meV}.$$
For $m=3$, $x\coth(x/2)=3.80$ gives $x=3.60$ and $-0.76$ meV. The full two-dimensional shell gives:

| $m$ | states | $E-E_1$, full shell (meV) | point wells (meV) | corner weight |
|---|---|---|---|---|
| 0 | 1 | −0.923 | −0.920 | 0.81 |
| ±1 | 2 | −0.888 | −0.887 | 0.83 |
| ±2 | 2 | −0.808 | −0.810 | 0.88 |
| 3 | 1 | −0.760 | −0.763 | 0.92 |

The corner weight is the probability of being within a quarter of a side from a corner. These regions fill half of the area, so an even spread would give $0.50$. The highest state of the group is the most concentrated, because it has nodes at the facet centres.

The gaps are $0.035$, $0.081$ and $0.048$ meV, not quite $1:2:1$. The leading point-well formula gives $t=2\times0.852\,e^{-3.80}=0.038$ meV. The upper gap exceeds the lower one because the higher states have smaller $q$, hence longer tails and stronger coupling; the boxed equation contains this effect.

The seventh state is odd about every corner. The point wells do not act on it, and $g\propto\sin(\pi s/L)$ gives $E-E_1=E_1(d/L)^2=0.58$ meV. The full shell gives $0.60$ meV, with a corner weight of $0.18$. The six-state group is $0.16$ meV wide and is separated from this facet state by $1.36$ meV.

## What a real wire does to the sequence

Some neglected effects keep the sixfold symmetry. They move the levels but leave the pairs intact.

- A barrier of $0.25$ eV, with the same mass on both sides, lowers the facet edge from $56$ to $33$ meV. It also halves the corner binding, to about $0.42$ meV, so that $\kappa L$ falls to $2.7$. The levels $m=0$ and $m=3$ stay below the edge, now about $0.28$ meV apart, and the estimate $2/\kappa d$ for the least $L/d$ rises from $5.2$ to about $7.4$. The hard-wall energies and the hard-wall threshold are therefore not predictions for such a shell.
- Nonparabolicity of roughly $\alpha=0.65$/eV, in the form $E(1+\alpha E)=\hbar^2k^2/2m$, lowers $E_1$ by 3 to 4%, and the corner binding and the splittings by about twice that.
- Blunting every outer tip by 2 nm cuts the binding to roughly a tenth. The diagonal through a sharp corner is $d/\cos30^\circ=11.5$ nm, and this cut removes more than the extra width. Then $\kappa L$ falls to about $3.8\sqrt{0.09}\approx1.1$, below the threshold of 2, and the sixth state is no longer bound below $E_1$. The binding depends steeply on the cut: at 1.7 nm about 30% of it is left. A 20-row grid places the blunted wall near 1.7 nm instead of 2 nm, and so gives a factor of $0.32$.

Other effects break the symmetry, and here they can easily exceed the splittings. A facet thinner by $0.2$ nm has its edge raised by $2.3$ meV, about 14 times the width of the group. A transverse field of only $8$ V/cm produces a drop between opposite corners equal to that width. An anisotropic mass in the cross-section, as in a single silicon valley, also removes the sixfold symmetry in general.

For two electrons at the same height in the wire, the repulsion between neighbouring corners, $e^2/(4\pi\epsilon_0\epsilon L)$ with relative permittivity $\epsilon=13$, is $1.1$ meV, about seven times the width of the group. It falls as the electrons move apart along the wire, but where they come this close the one-electron levels cannot simply be filled in turn. At $4.2$ K, $k_BT=0.36$ meV already exceeds the width of the group; at room temperature $k_BT=26$ meV exceeds the corner binding as well.

For these parameters, then, the sequence 1, 2, 2, 1 belongs to the ideal symmetric shell. Resolving it would need facets equal to well within one thickness step, very small stray fields and temperatures well below that of liquid helium. A thinner shell of the same shape raises all the hard-wall energies as $1/d^2$, but the shift from a given thickness step grows as $1/d^3$, so thinning alone does not cure the disorder.

## Numbers as computed

```
mass 0.067 m_e, thickness d 10.0 nm
centre-line side L 98.1 nm, L/d 9.815
outer side 103.9 nm
facet edge E1 56.12 meV
bend binding/E1, two-term trial bound 0.00765
bend binding/E1, 14 oblique modes 0.01489
bend binding/E1, grids 10 20 40: 0.01266 0.01428 0.01486
bend binding/E1, extrapolated 0.01518
grid error ratio 2.79 (3/2 power: 2.83)
bend binding 0.852 meV
kappa d 0.3871, decay length 25.8 nm
kappa L 3.799
A^2/kappa of corner state 1.0395
label m, degeneracy, E-E1 full shell, point wells (meV)
  0  1  -0.923  -0.920
  1  2  -0.888  -0.887
  2  2  -0.808  -0.810
  3  1  -0.760  -0.763
seventh state E-E1 0.597 meV
gaps in the group (meV): [0.035 0.081 0.048]
width of six-state group 0.163 meV
rotation characters of groups: [ 1.  1. -1. -1.]
corner parity, states 6 and 7: 1.000 -1.000
area share of corner regions 0.499
corner weight, m=0..3: [0.806 0.824 0.877 0.917]
corner weight, seventh state 0.175
long shell L/d 24.02, gap ratios [1.    2.006 1.006]
long shell width / 4t 0.9973
sixth state bound for L/d above 5.63 (20-row grid)
point-well estimate 2/(kappa d) 5.31 (same grid)
short shell L/d 3.00: (E6-E1)/E1 0.0595
short shell ground-state corner weight 0.557
thickness step 0.2 nm shifts E1 by 2.31 meV
barrier 0.25 eV: facet edge 32.77 meV
nonparabolicity 0.65/eV times E1: 0.036
Coulomb, adjacent corners, eps 13: 1.13 meV
field with drop over 2L equal to width 8.3 V/cm
kT at 4.2 K 0.362 meV, at 300 K 25.85 meV
tip blunted by 2.0 nm: binding x 0.321
```
